# Shot Noise of a Normal-Superconductor Contact from Andreev Eigenvalues: a program that tests the result

```python
"""Shot noise of a normal-superconductor (NS) contact.
Result under test (zero temperature, eV far below the gap, time reversal):
  I = (4 e^2 V/h) sum R,  S = (16 e^3 V/h) sum R(1-R),  R = T^2/(2-T)^2,
  F = S/(2 e I) -> 2 for a tunnel contact, 2/3 for a diffusive wire.
T: transmission eigenvalues of the normal region; R: Andreev eigenvalues;
s: wire length in units of the transport length; N: number of channels;
gamma: transparency of a barrier in series with the wire.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_bvp, trapezoid
from scipy.optimize import brentq
from scipy.special import binom

rng = np.random.default_rng(7)


def dag(m):
    return m.conj().swapaxes(-1, -2)


def andreev(T):
    return T**2 / (2 - T)**2


# --- Bogoliubov-de Gennes matching at a delta barrier (hbar^2/2m = mu = 1)
def bdg_andreev_probability(barrier, gap=1e-5, energy=1e-9):
    ke, kh = np.sqrt(1 + energy), np.sqrt(1 - energy)
    omega = np.sqrt(gap**2 - energy**2)
    q = [np.sqrt(1 + 1j * omega), -np.sqrt(1 - 1j * omega)]
    v = [(energy - 1j * omega) / gap, (energy + 1j * omega) / gap]
    # unknowns: reflected electron, reflected hole, two decaying waves
    m = np.array([
        [1, 0, -1, -1],
        [0, 1, -v[0], -v[1]],
        [1j * ke, 0, 1j * q[0] - barrier, 1j * q[1] - barrier],
        [0, -1j * kh, (1j * q[0] - barrier) * v[0],
         (1j * q[1] - barrier) * v[1]]], dtype=complex)
    rhs = np.array([-1, 0, 1j * ke, 0], dtype=complex)
    return abs(np.linalg.solve(m, rhs)[1])**2 * kh / ke


bdg_error = 0.0
for barrier in (0.0, 0.7, 2.0, 5.0):
    T_delta = 1 / (1 + barrier**2 / 4)
    bdg_error = max(bdg_error, abs(bdg_andreev_probability(barrier)
                                   - andreev(T_delta)))
assert bdg_error < 1e-3  # corrections of order gap/mu and energy/gap


# --- several channels: close the normal region with an Andreev mirror
def random_unitary(n):
    z = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return np.linalg.qr(z)[0]


def close_with_superconductor(smat, n):
    def nambu(block):
        zero = np.zeros((n, n))
        return np.block([[block, zero], [zero, block.conj()]])
    r11, t12 = nambu(smat[:n, :n]), nambu(smat[:n, n:])
    t21, r22 = nambu(smat[n:, :n]), nambu(smat[n:, n:])
    mirror = -1j * np.kron(np.array([[0, 1], [1, 0]]), np.eye(n))
    inner = np.linalg.solve(np.eye(2 * n) - r22 @ mirror, t21)
    return r11 + t12 @ mirror @ inner


def eigenvalue_mismatch(smat, n):
    total = close_with_superconductor(smat, n)
    found = np.sort(np.linalg.svd(total[n:, :n], compute_uv=False)**2)
    T = np.linalg.svd(smat[n:, :n], compute_uv=False)**2
    return np.max(np.abs(found - np.sort(andreev(T))))


u4 = random_unitary(8)
mismatch_sym = eigenvalue_mismatch(u4 @ u4.T, 4)
mismatch_broken = eigenvalue_mismatch(random_unitary(8), 4)
assert mismatch_sym < 1e-9
assert mismatch_broken > 1e-2  # time reversal is really needed

# --- charge variance per energy slot, by explicit Fock-space matrices
u2 = random_unitary(4)
s_two = u2 @ u2.T
s_total = close_with_superconductor(s_two, 2)
assert np.allclose(dag(s_total) @ s_total, np.eye(4), atol=1e-10)
R_two = andreev(np.linalg.svd(s_two[2:, :2], compute_uv=False)**2)
lower, parity = np.array([[0, 1], [0, 0]]), np.diag([1, -1])
modes = []
for j in range(4):
    op = np.eye(1)
    for k in range(4):
        op = np.kron(op, parity if k < j else lower if k == j else np.eye(2))
    modes.append(op)
state = np.zeros(16)
state[0] = 1
state = modes[0].T @ modes[1].T @ state  # electrons filled, holes empty
charge_out = np.zeros((16, 16), dtype=complex)
for i, sign in enumerate((1, 1, -1, -1)):
    b = sum(s_total[i, j] * modes[j] for j in range(4))
    charge_out += sign * dag(b) @ b
mean_out = (state @ charge_out @ state).real
var_out = (state @ charge_out @ charge_out @ state).real - mean_out**2
assert abs((2 - mean_out) - 2 * R_two.sum()) < 1e-9
assert abs(var_out - 4 * np.sum(R_two * (1 - R_two))) < 1e-9


# --- finite temperature: energy integral of the trace formula, kT = 1
def thermal_noise_bracket(sum_R, sum_R2, eV, kT):
    """S divided by 16 e^2/h."""
    return kT * sum_R2 + eV / np.tanh(eV / kT) * (sum_R - sum_R2)


tau = np.diag([1, 1, -1, -1])
A_cur = tau - dag(s_total) @ tau @ s_total


def noise_integrand(E, eV):
    f = 0.5 * (1 - np.tanh((E - np.array([eV, eV, -eV, -eV])) / 2))
    return np.sum(np.abs(A_cur)**2 * np.outer(f, 1 - f))


for bias in (0.3, 3.0):
    integral = quad(noise_integrand, -45, 45, args=(bias,),
                    points=[-bias, bias], limit=200)[0]
    closed = 8 * thermal_noise_bracket(R_two.sum(), np.sum(R_two**2), bias, 1)
    assert abs(integral / closed - 1) < 1e-6

# --- diffusive averages from the density 1/(2 T sqrt(1-T)), with T = 1-y^2
mean_T = quad(lambda y: 1.0, 0, 1)[0]
mean_TT = quad(lambda y: y**2, 0, 1)[0]
mean_R = quad(lambda y: andreev(1 - y**2) / (1 - y**2), 0, 1)[0]
mean_RR = quad(lambda y: andreev(1 - y**2) * (1 - andreev(1 - y**2))
               / (1 - y**2), 0, 1)[0]
F_normal, F_ns = mean_TT / mean_T, 2 * mean_RR / mean_R
assert abs(mean_R - 1 / 2) < 1e-8 and abs(mean_RR - 1 / 6) < 1e-8
assert abs(F_ns - 2 / 3) < 1e-8 and abs(F_normal - 1 / 3) < 1e-8

# --- Andreev sums at any length from the implicit (characteristic) solution
phi, s_sym, c_sym = sp.symbols("phi s c")
start = sp.sin(2 * phi) / (c_sym - sp.cos(2 * phi))


def along(g):
    return sp.diff(g, phi) / (1 - s_sym * sp.diff(start, phi))


first = along(start)
third = along(along(first))
start_f, first_f, third_f = [sp.lambdify((phi, s_sym, c_sym), g, "numpy")
                             for g in (start, first, third)]


def wire_sums(s, gamma=1.0):
    """Return sum R / N and sum R^2 / N for large N."""
    c = 2 / gamma - 1
    root = brentq(lambda p: p - s * start_f(p, s, c) - np.pi / 4,
                  np.pi / 4, np.pi / 2, xtol=1e-14)
    sum_R = -first_f(root, s, c) / 2
    return sum_R, (32 * sum_R - third_f(root, s, c)) / 48


def wire_fano(s, gamma=1.0):
    a, b = wire_sums(s, gamma)
    return 2 * (a - b) / a


assert np.allclose(wire_sums(0.0, 0.3), [andreev(0.3), andreev(0.3)**2])
assert abs(wire_fano(1e3) - 2 / 3) < 1e-4


# --- wires built by composing random, exactly flux-conserving slices
root_coef = [(-1)**k * binom(0.5, k) for k in range(1, 8)]


def add_slice(t, r, A):
    n = A.shape[-1]
    one = np.eye(n)
    X = dag(A) @ A
    p = root_coef[-1] * one
    for coef in root_coef[-2::-1]:
        p = coef * one + X @ p
    t_right, t_left = one + X @ p, one + A @ p @ dag(A)
    inner = np.linalg.solve(one - r @ A,
                            np.concatenate([t, r @ t_left], axis=-1))
    out = t_right @ inner
    return out[..., :n], out[..., n:] - dag(A)


def random_reflection(samples, n, ds, symmetric):
    shape = (samples, n, n)
    z = (rng.normal(size=shape) + 1j * rng.normal(size=shape)) / np.sqrt(2)
    if symmetric:
        return (z + z.swapaxes(1, 2)) * np.sqrt(ds / (2 * (n + 1)))
    return z * np.sqrt(ds / n)


# mean drift of each eigenvalue under one thin slice
T0, ds0 = np.array([0.2, 0.45, 0.7, 0.95]), 1e-3
A0 = random_reflection(20000, 4, ds0, False)
t0 = np.broadcast_to(np.diag(np.sqrt(T0)), A0.shape)
r0 = np.broadcast_to(-np.diag(np.sqrt(1 - T0)), A0.shape)
drift = np.zeros(4)
for sign in (1, -1):
    t1 = add_slice(t0, r0, sign * A0)[0]
    T1 = np.sort(np.linalg.svd(t1, compute_uv=False)**2, axis=1)
    drift += (T1.mean(axis=0) - T0) / (2 * ds0)
# the self term -T^2/N is kept here because N is only 4
predicted = np.array([
    -T0[n]**2 / 4 + sum(2 * T0[n] * (1 - T0[n]) * T0[m] / (T0[n] - T0[m])
                        for m in range(4) if m != n) / 4 for n in range(4)])
drift_error = np.max(np.abs(drift - predicted))
assert drift_error < 0.03  # sampling error and next order in ds

N_mc, slices, ds, samples = 32, 100, 0.04, 30
s_mc = slices * ds / (1 - ds)  # series resistance of slices of finite ds


def simulate(gamma, symmetric):
    shape = (samples, N_mc, N_mc)
    t = np.broadcast_to(np.sqrt(gamma) * np.eye(N_mc), shape)
    r = np.broadcast_to(-np.sqrt(1 - gamma) * np.eye(N_mc), shape)
    for _ in range(slices):
        t, r = add_slice(t, r, random_reflection(samples, N_mc, ds, symmetric))
    assert np.allclose(t @ dag(t) + r @ dag(r), np.eye(N_mc), atol=1e-4)
    T = np.linalg.svd(t, compute_uv=False)**2
    R = andreev(T)
    P, Q = R.sum(axis=1), (R * (1 - R)).sum(axis=1)
    F = 2 * Q.mean() / P.mean()
    F_err = np.std(2 * Q - F * P) / (P.mean() * np.sqrt(samples))
    g = T.sum(axis=1)
    return g.mean(), g.std() / np.sqrt(samples), F, F_err


mc = {}
for gamma in (1.0, 0.3):
    g, g_err, F, F_err = mc[gamma] = simulate(gamma, False)
    g_theory = N_mc / (s_mc + 1 / gamma)
    # four standard errors plus 2-3 percent for finite N and finite slices
    assert abs(g - g_theory) < 4 * g_err + 0.02 * g_theory
    assert abs(F - wire_fano(s_mc, gamma)) < 4 * F_err + 0.02
g_tr, g_tr_err, F_tr, F_tr_err = simulate(1.0, True)
# weak localization: relative change of order one over the conductance
assert abs(F_tr / wire_fano(s_mc) - 1) < 1 / g_tr + 4 * F_tr_err

# --- worked example: copper-like wire on niobium, rough typical values
e, h, hbar, kB = const.e, const.h, const.hbar, const.k
length, width, thick = 250e-9, 80e-9, 30e-9
density, D, gap_eV = 8.5e28, 1.0e-2, 1.4e-3
V, temp = 40e-6, 0.030
k_F = (3 * np.pi**2 * density)**(1 / 3)
v_F = hbar * k_F / const.m_e
mfp = 3 * D / v_F
transport_length = 4 * mfp / 3
s_wire = length / transport_length
N_wire = k_F**2 * width * thick / (4 * np.pi)
G = 2 * e**2 / h * N_wire / (1 + s_wire)
I = G * V
S_ns, S_n = 2 * e * I * F_ns, 2 * e * I * F_normal
E_th = hbar * D / length**2 / e
kT = kB * temp / e
sum_R = N_wire / (2 * (1 + s_wire))
S_warm = 16 * e**3 / h * thermal_noise_bracket(sum_R, 2 * sum_R / 3, V, kT)
sum_exact = wire_sums(s_wire)[0] * N_wire
sum_barrier = wire_sums(s_wire, 0.5)[0] * N_wire

# finite energy: Usadel equation theta'' = -2i eps sin(theta) for the spectral
# conductance at E = eV, solved for theta = a + i b with a and b real
eps, chi = V / E_th, np.arctanh(V / gap_eV)


def usadel(u, y):
    a, b, da, db = y
    return np.array([da, db, 2 * eps * np.cos(a) * np.sinh(b),
                     -2 * eps * np.sin(a) * np.cosh(b)])


def usadel_ends(left, right):
    return np.array([left[0], left[1], right[0] - np.pi / 2, right[1] - chi])


x = np.linspace(0, 1, 41)
guess = np.array([np.pi * x / 2, chi * x, np.pi / 2 + 0 * x, chi + 0 * x])
sol = solve_bvp(usadel, usadel_ends, x, guess, tol=1e-8)
assert sol.success, sol.message
fine = np.linspace(0, 1, 2001)
excess = 1 / trapezoid(1 / np.cosh(sol.sol(fine)[1])**2, fine) - 1
excess_linear = quad(lambda u: (8 * eps / np.pi**2
                                * (np.sin(np.pi * u / 2) - u)
                                + chi * u)**2, 0, 1)[0]
assert abs(excess / excess_linear - 1) < 0.1  # next order in eV/E_th

print("One channel: T, R, G_NS/G_N, F normal, F NS (no units)")
for T in (0.001, 0.01, 0.1, 0.5, 0.9, 1.0):
    R = andreev(T)
    print(f"  {T:5.3f} {R:.4e} {2*R/T:.4e} {1-T:.4f} {2*(1-R):.4f}")
print(f"BdG delta barrier, largest error in R: {bdg_error:.1e}")
print(f"R eigenvalue error, time reversal kept: {mismatch_sym:.1e}")
print(f"R eigenvalue error, time reversal broken: {mismatch_broken:.3f}")
print(f"Diffusive integrals of R and R(1-R): {mean_R:.6f} {mean_RR:.6f}")
print(f"Diffusive F, normal and NS: {F_normal:.6f} {F_ns:.6f}")
print(f"Thin slice, largest drift error (dT/ds): {drift_error:.4f}")
print("Large-N F of NS wire against length s:")
for s in (0.1, 0.5, 1.0, 3.0, 10.0, 100.0):
    print(f"  s = {s:5.1f}  F = {wire_fano(s):.4f}")
print(f"Random wires: N = {N_mc}, s = {s_mc:.3f}, samples = {samples}")
for gamma in (1.0, 0.3):
    g, g_err, F, F_err = mc[gamma]
    print(f"  barrier {gamma:.1f}: sum T = {g:.3f} +- {g_err:.3f}, "
          f"theory {N_mc/(s_mc+1/gamma):.3f}")
    print(f"  barrier {gamma:.1f}: F = {F:.4f} +- {F_err:.4f}, "
          f"theory {wire_fano(s_mc, gamma):.4f}")
print(f"  symmetric slices: sum T = {g_tr:.3f} +- {g_tr_err:.3f}, "
      f"F = {F_tr:.4f} +- {F_tr_err:.4f}")
print(f"Wire length, width, thickness: {length*1e9:.0f} {width*1e9:.0f} "
      f"{thick*1e9:.0f} nm")
print(f"Electron density (rough): {density*1e-6:.2e} cm^-3")
print(f"Diffusion constant (rough): {D*1e4:.0f} cm^2/s")
print(f"Gap of niobium (rough): {gap_eV*1e3:.1f} meV")
print(f"Bias: {V*1e6:.0f} uV; temperature: {temp*1e3:.0f} mK")
print(f"Fermi wave number: {k_F*1e-9:.2f} nm^-1")
print(f"Mean free path, transport length: {mfp*1e9:.1f} "
      f"{transport_length*1e9:.1f} nm")
print(f"Length s: {s_wire:.2f}; channels N: {N_wire:.0f}")
print(f"Sum of T: {N_wire/(1+s_wire):.0f}")
print(f"Resistance: {1/G:.3f} ohm; current: {I*1e6:.2f} uA")
print(f"Shot noise NS: {S_ns:.3e} A^2/Hz = "
      f"{np.sqrt(S_ns)*1e12:.3f} pA/sqrt(Hz)")
print(f"Shot noise with normal contacts: {S_n:.3e} A^2/Hz")
print(f"Thermal energy kT: {kT*1e6:.2f} ueV")
print(f"NS noise at this temperature: {S_warm:.3e} A^2/Hz")
print(f"  excess over zero temperature: {100*(S_warm/S_ns-1):.1f} %")
print(f"Thouless energy: {E_th*1e6:.1f} ueV; eV/E_th: {eps:.3f}")
print(f"eV/gap: {V/gap_eV:.4f}")
print(f"Finite-energy change of conductance: {100*excess:.3f} % "
      f"(linearized {100*excess_linear:.3f} %)")
print(f"Finite-length change of G_NS: {100*(sum_exact/sum_R-1):.3f} %; "
      f"F = {wire_fano(s_wire):.5f}")
print(f"Interface transparency 0.5: G_NS change "
      f"{100*(sum_barrier/sum_exact-1):.1f} %, F = {wire_fano(s_wire,0.5):.4f}")
print(f"Weak localization scale 1/(sum T): {(1+s_wire)/N_wire:.1e}")
print(f"Diffusion time L^2/D: {length**2/D*1e12:.2f} ps")
print("no test failed")
```

It prints:

```
One channel: T, R, G_NS/G_N, F normal, F NS (no units)
  0.001 2.5025e-07 5.0050e-04 0.9990 2.0000
  0.010 2.5252e-05 5.0504e-03 0.9900 1.9999
  0.100 2.7701e-03 5.5402e-02 0.9000 1.9945
  0.500 1.1111e-01 4.4444e-01 0.5000 1.7778
  0.900 6.6942e-01 1.4876e+00 0.1000 0.6612
  1.000 1.0000e+00 2.0000e+00 0.0000 0.0000
BdG delta barrier, largest error in R: 3.6e-06
R eigenvalue error, time reversal kept: 7.8e-16
R eigenvalue error, time reversal broken: 0.161
Diffusive integrals of R and R(1-R): 0.500000 0.166667
Diffusive F, normal and NS: 0.333333 0.666667
Thin slice, largest drift error (dT/ds): 0.0027
Large-N F of NS wire against length s:
  s =   0.1  F = 0.4061
  s =   0.5  F = 0.6227
  s =   1.0  F = 0.6508
  s =   3.0  F = 0.6644
  s =  10.0  F = 0.6665
  s = 100.0  F = 0.6667
Random wires: N = 32, s = 4.167, samples = 30
  barrier 1.0: sum T = 6.151 +- 0.044, theory 6.194
  barrier 1.0: F = 0.6852 +- 0.0143, theory 0.6656
  barrier 0.3: sum T = 4.368 +- 0.048, theory 4.267
  barrier 0.3: F = 0.6695 +- 0.0289, theory 0.7118
  symmetric slices: sum T = 5.997 +- 0.071, F = 0.7312 +- 0.0155
Wire length, width, thickness: 250 80 30 nm
Electron density (rough): 8.50e+22 cm^-3
Diffusion constant (rough): 100 cm^2/s
Gap of niobium (rough): 1.4 meV
Bias: 40 uV; temperature: 30 mK
Fermi wave number: 13.60 nm^-1
Mean free path, transport length: 19.1 25.4 nm
Length s: 9.84; channels N: 35337
Sum of T: 3259
Resistance: 3.960 ohm; current: 10.10 uA
Shot noise NS: 2.158e-24 A^2/Hz = 1.469 pA/sqrt(Hz)
Shot noise with normal contacts: 1.079e-24 A^2/Hz
Thermal energy kT: 2.59 ueV
NS noise at this temperature: 2.437e-24 A^2/Hz
  excess over zero temperature: 12.9 %
Thouless energy: 105.3 ueV; eV/E_th: 0.380
eV/gap: 0.0286
Finite-energy change of conductance: 0.369 % (linearized 0.370 %)
Finite-length change of G_NS: 0.048 %; F = 0.66654
Interface transparency 0.5: G_NS change -8.6 %, F = 0.6672
Weak localization scale 1/(sum T): 3.1e-04
Diffusion time L^2/D: 6.25 ps
no test failed
```
